# Orbital-product fitting: bilinear errors in the Coulomb metric, linear in overlap: test program

```python
"""
Result under test: for orbital products rho, sigma fitted in ONE auxiliary space,
with residuals d_rho = rho - fit(rho) and d_sigma = sigma - fit(sigma),
  Coulomb-metric fit: exact - fitted integral = (d_rho|d_sigma)      (bilinear)
  overlap-metric fit: exact - fitted integral = (fit_rho|d_sigma)
                      + (d_rho|fit_sigma) + (d_rho|d_sigma)          (linear part)
(f|g) is the Coulomb interaction of f and g. Integrals are in hartree internally,
printed energies in eV. System: hydrogen fluoride, restricted Hartree-Fock.
Errors come from analytic integrals; residual interactions from a spatial grid.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cho_factor, cho_solve
from pyscf import gto, scf, df

EV = physical_constants["Hartree energy in eV"][0]
bond = 0.92
geometry = f"F 0 0 0; H 0 0 {bond}"
mol = gto.M(atom=geometry, basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
assert abs(mf.mo_energy[3] - mf.mo_energy[4]) < 1e-6  # the pi pair is on top

nocc = mol.nelectron // 2
occ = mf.mo_coeff[:, :nocc]
left, right = np.triu_indices(nocc)
npair = len(left)
nao = mol.nao
# column p holds the atomic-orbital expansion of occupied product p
products = np.einsum("mp,np->mnp", occ[:, left], occ[:, right])
products = products.reshape(nao * nao, npair)
eri = mol.intor("int2e").reshape(nao * nao, nao * nao)
exact = products.T @ eri @ products
multiplicity = np.where(left == right, 1.0, 2.0)
exchange = -np.sum(multiplicity * np.diag(exact))
density = mf.make_rdm1()
exchange_scf = -0.25 * np.sum(density * mf.get_k(mol, density))
assert abs(exchange - exchange_scf) < 1e-7
pair = int(np.where((left == 1) & (right == 2))[0][0])  # 2sigma*3sigma


def even_tempered(beta):
    """Auxiliary molecule; exponents grow by the factor beta up to a ceiling."""
    ceilings = {"F": (0.4, [10000.0, 500.0, 60.0, 10.0]),
                "H": (0.25, [30.0, 10.0, 5.0])}
    basis = {}
    for atom, (lowest, tops) in ceilings.items():
        shells = []
        for ang, top in enumerate(tops):
            count = int(np.ceil(np.log(top / lowest) / np.log(beta))) + 1
            for k in range(count):
                shells.append([ang, [float(lowest * beta**k), 1.0]])
        basis[atom] = shells
    return gto.M(atom=geometry, basis=basis, unit="Angstrom", verbose=0)


def fit_all(aux):
    """Integrals and fit coefficients in both metrics."""
    coul = aux.intor("int2c2e")
    over = aux.intor("int1e_ovlp")
    three_c = df.incore.aux_e2(mol, aux, intor="int3c2e")
    three_o = df.incore.aux_e2(mol, aux, intor="int3c1e")
    t_coul = three_c.reshape(nao * nao, -1).T @ products
    t_over = three_o.reshape(nao * nao, -1).T @ products
    solve_c = cho_factor(coul)
    solve_o = cho_factor(over)
    return dict(V=coul, S=over, T=t_coul, O=t_over, fc=solve_c, fo=solve_o,
                cc=cho_solve(solve_c, t_coul), co=cho_solve(solve_o, t_over))


def errors(data):
    """exact - fitted: Coulomb fit, overlap fit, overlap fit made robust."""
    cc, co, V, T = data["cc"], data["co"], data["V"], data["T"]
    err_c = exact - cc.T @ V @ cc
    err_o = exact - co.T @ V @ co
    robust = co.T @ T + T.T @ co - co.T @ V @ co
    return err_c, err_o, exact - robust


print(f"H-F bond length (chosen): {bond:.2f} angstrom")
print(f"orbital functions: {nao}, occupied products: {npair}")
print(f"exact exchange energy: {exchange*EV:.6f} eV = {exchange:.8f} hartree")
print(f"exact (2s3s|2s3s), s=sigma: {exact[pair, pair]*EV:.6f} eV"
      f" = {exact[pair, pair]:.8f} hartree")
print("Errors of integrals: exact - fitted; of exchange energy: fitted - exact")

coarse = None
for beta in (3.0, 2.4, 1.9):
    aux = even_tempered(beta)
    data = fit_all(aux)
    err_c, err_o, err_r = errors(data)
    if coarse is None:
        coarse = (aux, data, err_c, err_o, err_r)
    # bilinear errors form positive matrices; the Coulomb fit has the least
    assert np.linalg.eigvalsh(err_c).min() > -1e-9
    assert np.linalg.eigvalsh(err_r).min() > -1e-9
    assert np.all(np.diag(err_r) >= np.diag(err_c) - 1e-9)
    # the largest bilinear error must sit on the diagonal (Cauchy-Schwarz)
    assert abs(err_c).max() <= np.diag(err_c).max() + 1e-9
    print(f"Auxiliary set: exponent ratio {beta:.1f}, {aux.nao} functions")
    for name, err in (("Coulomb fit", err_c), ("overlap fit", err_o),
                      ("overlap fit, robust", err_r)):
        ex_err = np.sum(multiplicity * np.diag(err))
        print(f"  {name}: exchange energy {ex_err*EV:.3e} eV,"
              f" (2s3s|2s3s) {err[pair, pair]*EV:.3e} eV,"
              f" largest |error| {abs(err).max()*EV:.3e} eV")


def two_centre_grid(n_u, n_v, n_phi, u_max):
    """Prolate spheroidal grid with the nuclei as foci (lengths in bohr).

    z = mid + h cosh(u) cos(v), distance from axis = h sinh(u) sin(v), h = R/2.
    Equally spaced phi is exact for axial quantum numbers below n_phi.
    """
    z_f, z_h = mol.atom_coords()[:, 2]
    half, middle = 0.5 * (z_h - z_f), 0.5 * (z_h + z_f)
    x_u, w_u = np.polynomial.legendre.leggauss(n_u)
    x_v, w_v = np.polynomial.legendre.leggauss(n_v)
    u_axis = 0.5 * u_max * (x_u + 1)
    v_axis = 0.5 * np.pi * (x_v + 1)
    phi_axis = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    u, v, phi = np.meshgrid(u_axis, v_axis, phi_axis, indexing="ij")
    radial = half * np.sinh(u) * np.sin(v)
    coords = np.stack([radial * np.cos(phi), radial * np.sin(phi),
                       middle + half * np.cosh(u) * np.cos(v)], axis=-1)
    volume = (half**3 * (np.sinh(u)**2 + np.sin(v)**2)
              * np.sinh(u) * np.sin(v))
    step = (0.5 * u_max * w_u)[:, None, None] * (0.5 * np.pi * w_v)[None, :, None]
    wts = volume * step * (2 * np.pi / n_phi)
    return np.ascontiguousarray(coords.reshape(-1, 3)), wts.ravel()


# Residuals and their potentials on the grid, coarsest auxiliary set
aux, data, err_c, err_o, err_r = coarse
points, weights = two_centre_grid(64, 64, 7, 3.5)
orb_values = mol.eval_gto("GTOval_sph", points) @ occ
prod_values = orb_values[:, left] * orb_values[:, right]
aux_values = aux.eval_gto("GTOval_sph", points)
prod_pot = np.empty((len(points), npair))
aux_pot = np.empty((len(points), aux.nao))
for start in range(0, len(points), 4000):
    block = slice(start, min(start + 4000, len(points)))
    probes = gto.fakemol_for_charges(points[block])
    ints = df.incore.aux_e2(mol, probes, intor="int3c2e")
    prod_pot[block] = ints.reshape(nao * nao, -1).T @ products
    aux_pot[block] = gto.mole.intor_cross("int2c2e_sph", aux, probes).T

# the grid and the potentials must first reproduce integrals known exactly
charges = weights @ prod_values
dev_charge = abs(charges - (left == right)).max()
grid_exact = (weights[:, None] * prod_values).T @ prod_pot
dev_coulomb = abs(grid_exact - exact).max()
print(f"Two-centre grid, {len(points)} points: largest deviation of orbital"
      f" overlaps {dev_charge:.1e}, of unfitted integrals {dev_coulomb*EV:.1e} eV")
assert dev_charge < 1e-6
assert dev_coulomb < 1e-6


def grid_terms(coef):
    """(fit_p|d_q), (d_p|d_q), residual values and residual potentials."""
    fitted = aux_values @ coef
    resid = prod_values - fitted
    resid_pot = prod_pot - aux_pot @ coef
    cross = (weights[:, None] * fitted).T @ resid_pot
    square = (weights[:, None] * resid).T @ resid_pot
    return cross, square, resid, resid_pot


cross_c, square_c, resid_c, pot_c = grid_terms(data["cc"])
cross_o, square_o, resid_o, pot_o = grid_terms(data["co"])
linear_o = cross_o + cross_o.T
dev_c = abs(square_c - err_c).max() / abs(err_c).max()
dev_o = abs(linear_o + square_o - err_o).max() / abs(err_o).max()
dev_r = abs(square_o - err_r).max() / abs(err_r).max()
print(f"  grid-analytic deviation relative to largest error: Coulomb"
      f" {dev_c:.1e}, overlap {dev_o:.1e}, robust {dev_r:.1e}")
# tolerance: numerical quadrature of small oscillating residuals
assert max(dev_c, dev_o, dev_r) < 5e-3
# each residual is orthogonal to the auxiliary space in its own metric only
assert abs(cross_c).max() < 0.05 * abs(cross_o).max()
overlap_c = abs(aux_values.T @ (weights[:, None] * resid_c)).max()
overlap_o = abs(aux_values.T @ (weights[:, None] * resid_o)).max()
assert overlap_o < 0.05 * overlap_c

print("Parts of the error from the grid, coarsest set, (2s3s|2s3s):")
print(f"  Coulomb fit, bilinear part: {square_c[pair, pair]*EV:.3e} eV")
print(f"  Coulomb fit, linear part: {2*cross_c[pair, pair]*EV:.1e} eV")
print(f"  overlap fit, bilinear part: {square_o[pair, pair]*EV:.3e} eV")
print(f"  overlap fit, linear part: {linear_o[pair, pair]*EV:.3e} eV")
print(f"  largest |linear part|, all integrals, overlap fit:"
      f" {abs(linear_o).max()*EV:.3e} eV")
print(f"  largest |bilinear part|, all integrals, overlap fit:"
      f" {abs(square_o).max()*EV:.3e} eV")

# Move the product from its Coulomb fit (eps=0) to itself (eps=1), refit each time
anchor = data["cc"][:, pair]
V, S = data["V"], data["S"]
eps_values = np.array([1.0, 0.1, 0.01, 0.001])
scan_c, scan_o = [], []
for eps in eps_values:
    keep_part = 1.0 - eps
    self_energy = (keep_part**2 * (anchor @ V @ anchor)
                   + 2 * eps * keep_part * (anchor @ data["T"][:, pair])
                   + eps**2 * exact[pair, pair])
    rhs_c = keep_part * (V @ anchor) + eps * data["T"][:, pair]
    rhs_o = keep_part * (S @ anchor) + eps * data["O"][:, pair]
    new_c = cho_solve(data["fc"], rhs_c)
    new_o = cho_solve(data["fo"], rhs_o)
    scan_c.append(self_energy - new_c @ V @ new_c)
    scan_o.append(self_energy - new_o @ V @ new_o)
scan_c, scan_o = np.array(scan_c), np.array(scan_o)
power_c = np.log10(abs(scan_c[1] / scan_c[2]))
power_o = np.log10(abs(scan_o[2] / scan_o[3]))
slope_grid = 2 * np.sum(weights * (aux_values @ anchor) * pot_o[:, pair])
print("Residual of the 2s3s product scaled by eps, coarsest set:")
for k in range(3):
    print(f"  eps={eps_values[k]:.2f}: Coulomb-fit error {scan_c[k]*EV:.3e} eV,"
          f" overlap-fit error {scan_o[k]*EV:.3e} eV")
print(f"  eps={eps_values[3]:.3f}: overlap-fit error {scan_o[3]*EV:.3e} eV")
print(f"  measured power of eps, Coulomb fit (0.1 to 0.01): {power_c:.3f}")
print(f"  measured power of eps, overlap fit (0.01 to 0.001): {power_o:.3f}")
print(f"  linear coefficient from the grid, overlap fit: {slope_grid*EV:.3e} eV")
assert abs(power_c - 2) < 0.02
assert abs(power_o - 1) < 0.1
assert abs(scan_o[3] / eps_values[3] - slope_grid) < 0.05 * abs(slope_grid)
print("success")
```

Running it gives:

```
H-F bond length (chosen): 0.92 angstrom
orbital functions: 19, occupied products: 15
exact exchange energy: -284.536443 eV = -10.45652143 hartree
exact (2s3s|2s3s), s=sigma: 4.520820 eV = 0.16613708 hartree
Errors of integrals: exact - fitted; of exchange energy: fitted - exact
Auxiliary set: exponent ratio 3.0, 134 functions
  Coulomb fit: exchange energy 4.351e-03 eV, (2s3s|2s3s) 2.513e-04 eV, largest |error| 4.698e-04 eV
  overlap fit: exchange energy -1.957e-01 eV, (2s3s|2s3s) -6.632e-03 eV, largest |error| 6.977e-02 eV
  overlap fit, robust: exchange energy 7.623e-03 eV, (2s3s|2s3s) 7.087e-04 eV, largest |error| 1.104e-03 eV
Auxiliary set: exponent ratio 2.4, 163 functions
  Coulomb fit: exchange energy 8.872e-04 eV, (2s3s|2s3s) 1.944e-05 eV, largest |error| 9.829e-05 eV
  overlap fit: exchange energy -9.436e-02 eV, (2s3s|2s3s) 4.948e-04 eV, largest |error| 4.805e-02 eV
  overlap fit, robust: exchange energy 1.452e-03 eV, (2s3s|2s3s) 5.156e-05 eV, largest |error| 2.201e-04 eV
Auxiliary set: exponent ratio 1.9, 210 functions
  Coulomb fit: exchange energy 5.781e-04 eV, (2s3s|2s3s) 1.213e-05 eV, largest |error| 6.684e-05 eV
  overlap fit: exchange energy 2.063e-02 eV, (2s3s|2s3s) -1.529e-03 eV, largest |error| 3.378e-02 eV
  overlap fit, robust: exchange energy 1.115e-03 eV, (2s3s|2s3s) 2.439e-05 eV, largest |error| 1.215e-04 eV
Two-centre grid, 28672 points: largest deviation of orbital overlaps 7.1e-11, of unfitted integrals 1.4e-08 eV
  grid-analytic deviation relative to largest error: Coulomb 2.1e-07, overlap 2.5e-09, robust 3.5e-08
Parts of the error from the grid, coarsest set, (2s3s|2s3s):
  Coulomb fit, bilinear part: 2.513e-04 eV
  Coulomb fit, linear part: -3.9e-13 eV
  overlap fit, bilinear part: 7.087e-04 eV
  overlap fit, linear part: -7.340e-03 eV
  largest |linear part|, all integrals, overlap fit: 7.023e-02 eV
  largest |bilinear part|, all integrals, overlap fit: 1.104e-03 eV
Residual of the 2s3s product scaled by eps, coarsest set:
  eps=1.00: Coulomb-fit error 2.513e-04 eV, overlap-fit error -6.632e-03 eV
  eps=0.10: Coulomb-fit error 2.513e-06 eV, overlap-fit error -6.446e-04 eV
  eps=0.01: Coulomb-fit error 2.513e-08 eV, overlap-fit error -6.428e-05 eV
  eps=0.001: overlap-fit error -6.426e-06 eV
  measured power of eps, Coulomb fit (0.1 to 0.01): 2.000
  measured power of eps, overlap fit (0.01 to 0.001): 1.000
  linear coefficient from the grid, overlap fit: -6.426e-03 eV
success
```
